# Why Failure Times and Modes Cannot Reveal Dependence Between Two Mechanisms: verification in Python

```python
"""
Result under test: for two dependent latent failure times T1, T2 without ties,
the record (T = min, mode J) has the same law as that of INDEPENDENT times with
survival S_j* = exp(-H_j), H_j = integral of h_j, h_j = f_j / S_T, where
f_j = sub-density of failures by mode j and S_T = P(T > t).
Example: SiO2 gate oxide, mode 1 = gate interior, mode 2 = isolation edge.
A shared acceleration factor A (from oxide thickness) makes T1, T2 dependent:
given A, P(T_j > t) = exp(-(A t / eta_j)^beta_j).  Times are in seconds.
z = standardized thinning of the oxide, ln A = spread * z.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.stats import kendalltau

# ---------- rough typical inputs ----------
thickness_nm, field, gamma = 5.0, 10.0, 3.0      # nm, MV/cm, cm/MV
rel_sigma = 0.02                                 # relative thickness spread
eta = (1.0e4, 5.0e3)                             # s
beta = (4.0, 2.0)
spread = gamma * field * rel_sigma               # standard deviation of ln A

log_t = np.linspace(np.log(0.1), np.log(1e5), 2001)
times = np.exp(log_t)


def normal_grid(step):
    z = np.arange(-8.0, 8.0 + step / 2, step)
    w = np.exp(-z**2 / 2)
    return z, w / w.sum()


def population(w, lnA1, lnA2, b1=beta[0], b2=beta[1]):
    """Rows: S_T, t*f_1, t*f_2, true marginal S_1, true marginal S_2."""
    A1, A2 = np.exp(lnA1), np.exp(lnA2)
    rows = []
    for t in times:
        K1 = (t * A1 / eta[0])**b1
        K2 = (t * A2 / eta[1])**b2
        e1, e2 = np.exp(-K1), np.exp(-K2)
        both = w * e1 * e2
        rows.append((both.sum(), (b1 * K1 * both).sum(),
                     (b2 * K2 * both).sum(), (w * e1).sum(), (w * e2).sum()))
    return np.array(rows).T


def cumulative(values_times_t):
    return CubicSpline(log_t, values_times_t).antiderivative()(log_t)


def time_at(F, level):
    curve = CubicSpline(log_t, F)
    return np.exp(brentq(lambda u: curve(u) - level, log_t[0], log_t[-1]))


def lifetime_ratio(pop, level=0.01):
    """Lifetime of mode 1 alone: independent twin divided by truth."""
    H1 = cumulative(pop[1] / pop[0])
    return time_at(-np.expm1(-H1), level) / time_at(1 - pop[3], level)


def stieltjes(F_this, S_other):
    """P(this time <= t and this time < other) for independent times."""
    mid = 0.5 * (S_other[1:] + S_other[:-1])
    return np.concatenate(([0.0], np.cumsum(mid * np.diff(F_this))))


z, w = normal_grid(0.1)
base = population(w, spread * z, spread * z)
S_T, tf1, tf2, S1, S2 = base
H1, H2 = cumulative(tf1 / S_T), cumulative(tf2 / S_T)
S1_ind, S2_ind = np.exp(-H1), np.exp(-H2)

# ---------- sub-density is minus the diagonal partial derivative ----------


def joint_survival(t1, t2):
    A = np.exp(spread * z)
    return np.sum(w * np.exp(-(A * t1 / eta[0])**beta[0]
                             - (A * t2 / eta[1])**beta[1]))


for k in (1400, 1500, 1600):
    t, d = times[k], 1e-4 * times[k]
    slope1 = (joint_survival(t - d, t) - joint_survival(t + d, t)) / (2 * d)
    slope2 = (joint_survival(t, t - d) - joint_survival(t, t + d)) / (2 * d)
    assert abs(slope1 * t / tf1[k] - 1) < 1e-5
    assert abs(slope2 * t / tf2[k] - 1) < 1e-5

# ---------- same observables: dependent model against independent twin ----------


def dependent_incidence(j, t):
    """P(T <= t, J = j): integrate over own conditional hazard, then over z."""
    o = 1 - j
    factor, power = (eta[j] / eta[o])**beta[o], beta[o] / beta[j]
    total = 0.0
    for zi, wi in zip(z, w):
        top = min((t * np.exp(spread * zi) / eta[j])**beta[j], 50.0)
        total += wi * quad(lambda v: np.exp(-v - factor * v**power), 0, top,
                           epsabs=1e-10, limit=100)[0]
    return total


check_times = (1000.0, 3000.0, 10000.0)
twin_curves = (stieltjes(1 - S1_ind, S2_ind), stieltjes(1 - S2_ind, S1_ind))
table, worst = [], 0.0
for t in check_times:
    dep = [dependent_incidence(j, t) for j in (0, 1)]
    ind = [float(CubicSpline(log_t, c)(np.log(t))) for c in twin_curves]
    worst = max(worst, abs(dep[0] - ind[0]), abs(dep[1] - ind[1]))
    table.append((t, dep, ind))
assert worst < 2e-5      # second-order error of the Stieltjes sum

# An independent pair with the TRUE marginals must not fit.
share_true = dependent_incidence(0, times[-1])
share_wrong = stieltjes(1 - S1, S2)[-1]
assert abs(share_wrong - share_true) > 0.02

# ---------- simulation of both latent models ----------
rng = np.random.default_rng(12345)
n = 200000
A = np.exp(spread * rng.standard_normal(n))
dep_pair = [eta[j] * rng.exponential(size=n)**(1 / beta[j]) / A for j in (0, 1)]
far = np.log(1e12)       # stands for "later than the tabulated range"
ind_pair = [np.exp(np.interp(rng.exponential(size=n), H, log_t, right=far))
            for H in (H1, H2)]
largest_mc = 0.0
for t in check_times:
    for j in (0, 1):
        p = [np.mean((pair[j] <= t) & (pair[j] < pair[1 - j]))
             for pair in (dep_pair, ind_pair)]
        largest_mc = max(largest_mc, abs(p[0] - p[1]))
assert largest_mc < 5 * np.sqrt(0.5 / n)         # five standard errors
m = 20000
tau_dep = kendalltau(dep_pair[0][:m], dep_pair[1][:m])[0]
tau_ind = kendalltau(ind_pair[0][:m], ind_pair[1][:m])[0]
assert tau_dep > 0.2 and abs(tau_ind) < 0.025

# ---------- direction of the error and assumption-free bounds ----------
F1_inc = cumulative(tf1)
assert np.all(S1_ind >= S1 - 1e-7)
for S in (S1, S1_ind):
    assert np.all(S >= S_T - 1e-7) and np.all(S <= 1 - F1_inc + 1e-7)
t_true, t_ind = time_at(1 - S1, 0.01), time_at(1 - S1_ind, 0.01)
t_true10, t_ind10 = time_at(1 - S1, 0.10), time_at(1 - S1_ind, 0.10)
t_low, t_high = time_at(1 - S_T, 0.01), time_at(F1_inc, 0.01)
assert t_low < t_true < t_ind < t_high
true_failed = 1 - float(CubicSpline(log_t, S1)(np.log(t_ind)))

# ---------- opposite sign: S = exp(-a t1 - b t2 - c t1 t2) ----------
a, b, c = 1.0, 1.0, 0.5


def density(x, y):
    return ((a + c * y) * (b + c * x) - c) * np.exp(-a * x - b * y - c * x * y)


for t in (0.3, 1.0, 2.0):
    twin = np.exp(-a * t - c * t**2 / 2) * np.exp(-b * t - c * t**2 / 2)
    f1 = quad(lambda y: density(t, y), t, np.inf)[0]
    f2 = quad(lambda x: density(x, t), t, np.inf)[0]
    assert abs(f1 - (a + c * t) * twin) < 1e-8
    assert abs(f2 - (b + c * t) * twin) < 1e-8
true_tail = quad(lambda x: quad(lambda y: density(x, y), 0, np.inf)[0],
                 1, np.inf)[0]
twin_tail = np.exp(-a - c / 2)
assert abs(true_tail - np.exp(-a)) < 1e-7 and twin_tail < true_tail

# ---------- one independent time may be infinite: h1 = exp(-t), h2 = 1 ----------
observed = quad(lambda t: (np.exp(-t) + 1) * np.exp(-t - 1 + np.exp(-t)),
                0, np.inf)[0]
never = 1 - quad(lambda t: np.exp(-t) * np.exp(-1 + np.exp(-t)), 0, np.inf)[0]
assert abs(observed - 1) < 1e-8 and abs(never - np.exp(-1)) < 1e-8

# ---------- common shock produces ties ----------
r1, r2, r12 = 1.0, 1.0, 0.5
x1, x2, x12 = (rng.exponential(1 / r, n) for r in (r1, r2, r12))
ties = np.mean(np.minimum(x1, x12) == np.minimum(x2, x12))
tie_formula = r12 / (r1 + r2 + r12)
assert abs(ties - tie_formula) < 5 * np.sqrt(0.25 / n)

# ---------- size of neglected effects on the lifetime ratio ----------
ratio = lifetime_ratio(base)
curved = gamma * field * (1 / (1 - rel_sigma * z) - 1)
ratio_curved = lifetime_ratio(population(w, curved, curved))
thin = 1 - rel_sigma * z
ratio_slope = lifetime_ratio(population(w, spread * z, spread * z,
                                        beta[0] * thin, beta[1] * thin))
temperature, d_temp, activation = 398.15, 1.0, 0.8            # K, K, eV
kB = const.k / const.e
temp_spread = activation * d_temp / (kB * temperature**2)
charge = 1e11                                                 # cm^-2, mid-oxide
eps = 3.9 * const.epsilon_0 / 100                             # F/cm
charge_field = const.e * charge / (2 * eps) / 1e6             # MV/cm
charge_spread = gamma * charge_field
wide = np.sqrt(spread**2 + temp_spread**2 + charge_spread**2)
ratio_wide = lifetime_ratio(population(w, wide * z, wide * z))

zc, wc = normal_grid(0.2)
Z1, Z2 = (g.ravel() for g in np.meshgrid(zc, zc))
W = np.outer(wc, wc).ravel()
ratio_shared = {}
for rho in (0.0, 0.5):
    Zedge = rho * Z1 + np.sqrt(1 - rho**2) * Z2
    ratio_shared[rho] = lifetime_ratio(population(W, spread * Z1, spread * Zedge))
assert abs(ratio_shared[0.0] - 1) < 1e-4   # no dependence: truth is recovered
assert 1 < ratio_shared[0.5] < ratio

barrier, mass = 3.1 * const.e, 0.42 * const.m_e
E_SI = field * 1e8
FN_A = const.e**3 * const.m_e / (8 * np.pi * const.h * barrier * mass)
FN_B = 4 * np.sqrt(2 * mass) * barrier**1.5 / (3 * const.hbar * const.e)
J = FN_A * E_SI**2 * np.exp(-FN_B / E_SI) / 1e4               # A/cm^2
area, resistance = 1e-4, 100.0                                # cm^2, ohm
drop = J * area * resistance                                  # V
drop_shift = gamma * drop / (thickness_nm * 1e-7) / 1e6

# ---------- output ----------
print(f"Oxide thickness {thickness_nm:.1f} nm, field {field:.1f} MV/cm, "
      f"oxide voltage {field * thickness_nm / 10:.1f} V")
print(f"Field acceleration {gamma:.1f} cm/MV, thickness spread "
      f"{100 * rel_sigma:.1f} %, spread of ln A {spread:.3f}")
print(f"Interior: scale {eta[0]:.0f} s, slope {beta[0]:.1f}; "
      f"edge: scale {eta[1]:.0f} s, slope {beta[1]:.1f}")
print("Failed fraction by mode, dependent model | independent twin")
for t, dep, ind in table:
    print(f"  t = {t:6.0f} s: interior {dep[0]:.5f} | {ind[0]:.5f}, "
          f"edge {dep[1]:.5f} | {ind[1]:.5f}")
print(f"Largest difference, integration: {worst:.1e}")
print(f"Largest difference, simulation of {n} devices: {largest_mc:.4f}")
print(f"Kendall tau of latent times: dependent {tau_dep:.3f}, "
      f"twin {tau_ind:.3f} ({m} devices)")
print(f"Interior share of failures up to 1e5 s: {share_true:.4f}")
print(f"  same, independent pair with true marginals: {share_wrong:.4f}")
print("Interior lifetime with the edge mode eliminated")
print(f"  1 % failed: truth {t_true:.0f} s, twin {t_ind:.0f} s, "
      f"ratio {ratio:.3f}")
print(f"  10 % failed: truth {t_true10:.0f} s, twin {t_ind10:.0f} s, "
      f"ratio {t_ind10 / t_true10:.3f}")
print(f"  bounds on the 1 % lifetime: {t_low:.0f} s to {t_high:.0f} s")
print(f"  true failed fraction at the twin's 1 % time: "
      f"{100 * true_failed:.2f} %")
print(f"Bilinear model a={a}, b={b}, c={c}: P(T1>1) true {true_tail:.4f}, "
      f"twin {twin_tail:.4f}")
print(f"h1=exp(-t), h2=1: probability that T1* is infinite {never:.4f}")
print(f"Common shock, rates {r1}, {r2}, {r12}: tied fraction formula "
      f"{tie_formula:.4f}, simulated {ties:.4f}")
print("Ratio twin/truth of the 1 % lifetime with neglected effects")
print(f"  exponential field law, not linearized: {ratio_curved:.3f}")
print(f"  Weibull slopes proportional to thickness: {ratio_slope:.3f}")
print(f"  temperature and charge spread added: {ratio_wide:.3f}")
print(f"  thickness correlation 0.5 between modes: {ratio_shared[0.5]:.3f}")
print(f"  thickness correlation 0 between modes: {ratio_shared[0.0]:.5f}")
print(f"Temperature {temperature:.2f} K, spread {d_temp:.1f} K, activation "
      f"{activation:.1f} eV: ln A spread {temp_spread:.4f}")
print(f"Trapped-charge spread {charge:.0e} cm^-2: field {charge_field:.4f} "
      f"MV/cm, ln A spread {charge_spread:.4f}")
print(f"Tunnelling: barrier {barrier / const.e:.1f} eV, mass "
      f"{mass / const.m_e:.2f} m_e, current density {J:.2e} A/cm^2")
print(f"  area {area:.0e} cm^2, series {resistance:.0f} ohm: drop "
      f"{drop * 1e6:.1f} uV, shift of ln A {drop_shift:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Oxide thickness 5.0 nm, field 10.0 MV/cm, oxide voltage 5.0 V
Field acceleration 3.0 cm/MV, thickness spread 2.0 %, spread of ln A 0.600
Interior: scale 10000 s, slope 4.0; edge: scale 5000 s, slope 2.0
Failed fraction by mode, dependent model | independent twin
  t =   1000 s: interior 0.00101 | 0.00101, edge 0.07144 | 0.07144
  t =   3000 s: interior 0.01796 | 0.01796, edge 0.36490 | 0.36490
  t =  10000 s: interior 0.07535 | 0.07536, edge 0.81488 | 0.81488
Largest difference, integration: 5.5e-07
Largest difference, simulation of 200000 devices: 0.0024
Kendall tau of latent times: dependent 0.431, twin -0.001 (20000 devices)
Interior share of failures up to 1e5 s: 0.0946
  same, independent pair with true marginals: 0.2249
Interior lifetime with the edge mode eliminated
  1 % failed: truth 1658 s, twin 2121 s, ratio 1.279
  10 % failed: truth 3613 s, twin 6118 s, ratio 1.693
  bounds on the 1 % lifetime: 352 s to 2279 s
  true failed fraction at the twin's 1 % time: 2.24 %
Bilinear model a=1.0, b=1.0, c=0.5: P(T1>1) true 0.3679, twin 0.2865
h1=exp(-t), h2=1: probability that T1* is infinite 0.3679
Common shock, rates 1.0, 1.0, 0.5: tied fraction formula 0.2000, simulated 0.2004
Ratio twin/truth of the 1 % lifetime with neglected effects
  exponential field law, not linearized: 1.321
  Weibull slopes proportional to thickness: 1.269
  temperature and charge spread added: 1.286
  thickness correlation 0.5 between modes: 1.065
  thickness correlation 0 between modes: 1.00000
Temperature 398.15 K, spread 1.0 K, activation 0.8 eV: ln A spread 0.0586
Trapped-charge spread 1e+11 cm^-2: field 0.0232 MV/cm, ln A spread 0.0696
Tunnelling: barrier 3.1 eV, mass 0.42 m_e, current density 3.80e-03 A/cm^2
  area 1e-04 cm^2, series 100 ohm: drop 38.0 uV, shift of ln A 2.3e-04
ALL CHECKS PASSED
```
